# Larmor current and nuclear shielding in hydrogen and helium

**The system.** An atom with a fixed point nucleus of charge \(Z\) at the origin stands in a weak uniform magnetic field \(\mathbf B=B\hat{\mathbf z}\). The electrons are nonrelativistic. Their ground state \(\Psi_0\) without the field is a nondegenerate singlet with total orbital angular momentum \(L=0\), as in a closed-shell atom. Hartree atomic units based on SI are used, so an electron has mass 1 and charge \(-1\), and the Hamiltonian is

\[
H=\sum_i\left[\tfrac12\big(\mathbf p_i+\mathbf A(\mathbf r_i)\big)^2-\frac{Z}{r_i}\right]+\sum_{i<j}\frac1{r_{ij}}+B S_z ,\qquad \mathbf B=\nabla\times\mathbf A .
\]

The last term is the spin energy, with the electron \(g\) factor set to 2. Work to first order in \(B\). The electron density \(n(\mathbf r)\) integrates to the number of electrons \(N\).

## Part (a)

*Take \(\mathbf A=\tfrac12\mathbf B\times\mathbf r\). Find the part of \(H\) linear in \(B\), and the first-order change of the ground state. Does the answer survive electron correlation?*

**Answer.** For each electron,

\[
\tfrac12(\mathbf p+\mathbf A)^2=\tfrac12p^2+\tfrac12(\mathbf p\cdot\mathbf A+\mathbf A\cdot\mathbf p)+\tfrac12A^2 .
\]

As operators, \(\mathbf p\cdot\mathbf A=\mathbf A\cdot\mathbf p-i(\nabla\cdot\mathbf A)\). Here \(\mathbf A=\tfrac12B(-y,x,0)\) has zero divergence, so the middle term is

\[
\mathbf A\cdot\mathbf p=\tfrac12(\mathbf B\times\mathbf r)\cdot\mathbf p=\tfrac12\mathbf B\cdot(\mathbf r\times\mathbf p)=\tfrac12B\,l_z .
\]

The term \(A^2/2\) is of order \(B^2\) and is dropped. Summing over electrons gives

\[
H_1=\tfrac12B L_z+B S_z .
\]

A singlet has \(S_z\Psi_0=0\), and a state with \(L=0\) has \(L_z\Psi_0=0\). Hence \(H_1\Psi_0=0\), and the first-order energy \(E_1\) is zero. The first-order wavefunction obeys

\[
(H_0-E_0)\Psi_1=-(H_1-E_1)\Psi_0=0 .
\]

Since the ground state is nondegenerate, \(\Psi_1\) can only be a multiple of \(\Psi_0\). Normalization and a choice of phase make it zero.

Correlation does not spoil this, because \(L_z\) rotates all electrons together. A helium wavefunction that depends on \(r_1\), \(r_2\) and \(r_{12}\) shows how it works. The single-electron operators leave \(r_1\) and \(r_2\) alone, but

\[
l_{z,1}r_{12}=-i\,\frac{x_1(y_1-y_2)-y_1(x_1-x_2)}{r_{12}}=-i\,\frac{y_1x_2-x_1y_2}{r_{12}},
\]

\[
l_{z,2}r_{12}=-i\,\frac{x_2(y_2-y_1)-y_2(x_2-x_1)}{r_{12}}=+i\,\frac{y_1x_2-x_1y_2}{r_{12}} .
\]

Neither vanishes in general, but their sum does.

## Part (b)

*Find the electron number current density. Describe the motion, and find the total electric current circulating about the field axis.*

**Answer.** The velocity operator of an electron is \(i[H,\mathbf r]=\mathbf p+\mathbf A\). The number current is therefore

\[
\mathbf j=\mathbf j_p+n\mathbf A,\qquad
\mathbf j_p(\mathbf r_1)=N\,\mathrm{Im}\!\int\Psi^*\nabla_1\Psi ,
\]

where the integral runs over the other electrons and all spins. The first piece is called paramagnetic and the second diamagnetic. A spin magnetization current would be added if there were a spin density, but a singlet has none.

The field-free Hamiltonian is real. The complex conjugate of \(\Psi_0\) is therefore a state of the same energy, and nondegeneracy allows \(\Psi_0\) to be chosen real. Then \(\mathbf j_p=0\) without the field. By part (a) the wavefunction has no first-order change, so \(\mathbf j_p\) remains zero to first order. What is left is

\[
\boxed{\;\mathbf j(\mathbf r)=\tfrac12\,n(r)\,\mathbf B\times\mathbf r\;}
\]

with the spherical density of the field-free atom. The velocity field \(\mathbf j/n=\tfrac12\mathbf B\times\mathbf r\) has the form \(\boldsymbol\omega\times\mathbf r\) with \(\boldsymbol\omega=\mathbf B/2\). The electron cloud turns rigidly at the Larmor angular velocity, in SI units \(\omega=eB/2m\), counterclockwise when seen with \(\mathbf B\) pointing at the observer. The flow is steady, since \(\nabla\cdot\mathbf j=\tfrac12\nabla n\cdot(\mathbf B\times\mathbf r)=0\) when \(\nabla n\) is radial.

The electric current density is \(\mathbf J=-\mathbf j\), so it runs clockwise. With \(\rho\) the distance from the axis, the current through a half-plane bounded by the axis is

\[
I=-\int\omega\rho\,n\,d\rho\,dz=-\frac{\omega}{2\pi}\int n\,2\pi\rho\,d\rho\,dz=-\frac{N\omega}{2\pi}.
\]

In SI units this is \(-Ne\omega/2\pi\). It depends on the number of electrons but not on the size of the atom.

## Part (c)

*The same field is described by \(\mathbf A'=(-By,0,0)\). For hydrogen 1s, find both pieces of the orbital current in this gauge, and evaluate them at \((0.7,-0.4,0.5)\) bohr.*

**Answer.** The two potentials differ by a gradient:

\[
\mathbf A'-\mathbf A=\left(-\tfrac12By,-\tfrac12Bx,0\right)=\nabla\chi,\qquad \chi=-\tfrac12Bxy .
\]

The wavefunction must change to \(\psi'=e^{-i\chi}\psi_0\), because then

\[
(\mathbf p+\mathbf A')e^{-i\chi}\psi_0=e^{-i\chi}(\mathbf p-\nabla\chi+\mathbf A')\psi_0=e^{-i\chi}(\mathbf p+\mathbf A)\psi_0 .
\]

To first order \(\psi'=\psi_0(1+\tfrac i2Bxy)\), which is no longer real. Its paramagnetic current is

\[
\mathbf j_p'=\mathrm{Im}\,\psi'^*\nabla\psi'=-n\nabla\chi=\tfrac12Bn\,(y,x,0).
\]

The diamagnetic piece is \(n\mathbf A'=Bn(-y,0,0)\), and the sum is

\[
\mathbf j'=\tfrac12Bn\,(y-2y,\;x,\;0)=\tfrac12Bn\,(-y,x,0),
\]

the current of part (b). With \(n=e^{-2r}/\pi\) and \(r^2=0.49+0.16+0.25=0.90\), the values divided by \(B\) are, in atomic units,

\[
\begin{aligned}
\mathbf j_p'/B&=(-0.009547,\;0.016707,\;0),\\
n\mathbf A'/B&=(0.019094,\;0,\;0),\\
\mathbf j'/B&=(0.009547,\;0.016707,\;0).
\end{aligned}
\]

The total current is physical. Its division into two pieces is a matter of gauge, and the statement \(\mathbf j_p=0\) belongs to the symmetric gauge centred on the nucleus.

## Part (d)

*The circulating charge changes the field at the nucleus to \((1-\sigma)\mathbf B\). Find the shielding constant \(\sigma\). Which regions of the atom matter most?*

**Answer.** In atomic units \(4\pi\varepsilon_0=1\) and \(c=1/\alpha\), where \(\alpha\) is the fine-structure constant. From \(\mu_0\varepsilon_0=1/c^2\) it follows that \(\mu_0/4\pi=1/(4\pi\varepsilon_0c^2)=\alpha^2\). The vector from a source point \(\mathbf r\) to the nucleus is \(-\mathbf r\), so the Biot–Savart law gives

\[
\mathbf B_{\rm ind}=\alpha^2\int\frac{\mathbf J\times(-\mathbf r)}{r^3}\,d^3r
=\alpha^2\int\frac{\mathbf r\times\mathbf J}{r^3}\,d^3r
=-\frac{\alpha^2}{2}\int n(r)\,\frac{\mathbf r\times(\mathbf B\times\mathbf r)}{r^3}\,d^3r .
\]

The double product is \(\mathbf r\times(\mathbf B\times\mathbf r)=\mathbf B r^2-\mathbf r(\mathbf r\cdot\mathbf B)\). Over a sphere, the average of \(r_ir_j\) is \(r^2\delta_{ij}/3\), so the double product averages to \(\tfrac23r^2\mathbf B\). Therefore

\[
\mathbf B_{\rm ind}=-\frac{\alpha^2}{3}\,\mathbf B\int\frac{n(r)}{r}\,d^3r,
\qquad
\boxed{\;\sigma=\frac{\alpha^2}{3}\int\frac{n(r)}{r}\,d^3r=\frac{\alpha^2}{3}\Big\langle\sum_i\frac1{r_i}\Big\rangle\;}
\]

This is Lamb's formula. The induced field opposes the applied one, so \(\sigma\) is positive.

An electron at distance \(r\) contributes in proportion to \(1/r\), so charge near the nucleus has the greatest weight. How much each region adds in total also depends on how many electrons it holds. The magnetic moment of the same current weights the atom differently:

\[
\mathbf m=\tfrac12\int\mathbf r\times\mathbf J\,d^3r=-\tfrac14\cdot\tfrac23\,\mathbf B\int n\,r^2\,d^3r=-\tfrac16\,\mathbf B\int n\,r^2\,d^3r .
\]

Here the weight \(r^2\) favours the outer electrons, whereas the weight \(1/r\) in the shielding favours the inner ones.

The derivation needs \(L_z\Psi_0=0\) and a density that is spherical about the nucleus. In a molecule the nuclei break the spherical symmetry. In general the field then mixes excited states into \(\Psi_0\), and a further contribution to \(\sigma\) appears. An exception is a closed-shell linear molecule with the field along its axis, for which \(L_z\Psi_0=0\) still holds. The current is then still \(\tfrac12n\,\mathbf B\times\mathbf r\), but the density is not spherical about a nucleus, so the angular average used above fails and the boxed formula cannot be used. The formula is also nonrelativistic, and loses accuracy when \(Z\alpha\) is not small.

## Part (e)

*Evaluate \(\sigma\) for hydrogen, and describe the current in a field of 1 T. In what sense does the formula apply, given that hydrogen has an unpaired electron?*

**Answer.** With \(n=e^{-2r}/\pi\),

\[
\int\frac nr\,d^3r=4\int_0^\infty r\,e^{-2r}dr=4\cdot\frac14=1,
\qquad \sigma=\frac{\alpha^2}3=17.75\ \text{ppm}.
\]

In a field of 1 T the orbital current lowers the field at the nucleus by 17.75 μT. The cloud turns at \(\omega=eB/2m=8.794\times10^{10}\) rad/s, so at 1 bohr from the axis the speed is 4.65 m/s. The total electric current is \(-e\omega/2\pi=-2.242\) nA. In the equatorial plane the current density is proportional to \(re^{-2r}\), whose derivative \((1-2r)e^{-2r}\) vanishes at \(r=\tfrac12\) bohr. Its size there is \(2.95\times10^{11}\) A/m². This peak does not mean that most of the current flows so close to the nucleus. A shell between \(r\) and \(r+dr\) carries current in proportion to \(r^2e^{-2r}\,dr\), just as it holds charge, so half of the current flows beyond 1.34 bohr.

Hydrogen is not a closed-shell atom. Its orbital state is nevertheless spherical, with \(l_z\psi_0=0\), and the spin energy does not alter the orbital. The result is therefore the orbital shielding. The magnetic field of the unpaired spin also acts on the nucleus. That is the hyperfine interaction, which is present at \(B=0\) and is not part of the \(\sigma\) computed here. It is far larger: the contact field \(\tfrac23\mu_0\mu_B n(0)\) is about 16.7 T. In a thermal ensemble the applied field polarizes the spins slightly, and at 1 T and 300 K the mean spin field is about 0.037 T, linear in \(B\) and about 2000 times the orbital effect.

## Part (f)

*Put both electrons of helium in the orbital \(\sqrt{\zeta^3/\pi}\,e^{-\zeta r}\). Choose \(\zeta\) by minimizing the energy, and find \(\sigma\). Extend the result to a two-electron ion of nuclear charge \(Z\).*

**Answer.** Since \(|\nabla\varphi|^2=\zeta^2\varphi^2\) for this orbital \(\varphi\), each electron has kinetic energy \(\tfrac12\int|\nabla\varphi|^2d^3r=\tfrac12\zeta^2\). Also

\[
\Big\langle\frac1r\Big\rangle=4\zeta^3\int_0^\infty r\,e^{-2\zeta r}dr=\frac{4\zeta^3}{4\zeta^2}=\zeta .
\]

For the repulsion, a spherical shell of charge acts on a point inside it with the constant potential \(1/r_>\), where \(r_>\) is the shell radius. The regions \(r_2>r_1\) and \(r_1>r_2\) contribute equally. With the radial probability \(4\zeta^3r^2e^{-2\zeta r}\),

\[
\Big\langle\frac1{r_{12}}\Big\rangle
=2\int_0^\infty dr_1\,4\zeta^3r_1^2e^{-2\zeta r_1}\int_{r_1}^\infty dr_2\,4\zeta^3r_2e^{-2\zeta r_2}.
\]

The inner integral is \(4\zeta^3e^{-2\zeta r_1}\left(\frac{r_1}{2\zeta}+\frac1{4\zeta^2}\right)=e^{-2\zeta r_1}(2\zeta^2r_1+\zeta)\). Hence

\[
\Big\langle\frac1{r_{12}}\Big\rangle
=8\zeta^3\left[2\zeta^2\frac{6}{(4\zeta)^4}+\zeta\,\frac{2}{(4\zeta)^3}\right]
=8\zeta\left[\frac3{64}+\frac2{64}\right]=\frac58\zeta .
\]

For nuclear charge \(Z\) the energy and its minimum are

\[
E=\zeta^2-2Z\zeta+\tfrac58\zeta,\qquad
\frac{dE}{d\zeta}=2\zeta-2Z+\tfrac58=0,\qquad
\zeta=Z-\tfrac5{16}.
\]

Helium has \(\zeta=27/16=1.6875\), \(E=-\zeta^2=-2.84766\) hartree and \(\int n/r\,d^3r=2\zeta=3.375\). In this model

\[
\sigma=17.7505\ \text{ppm}\times3.375=59.91\ \text{ppm}.
\]

For the ion, \(\sigma=\tfrac23\alpha^2(Z-\tfrac5{16})\). The model is weakest at \(Z=1\): its energy \(-(11/16)^2=-0.4727\) hartree lies above the \(-0.5\) of a hydrogen atom, so it leaves H⁻ unbound, and its integral 1.375 is 0.6% above the correlated value 1.3665. When \(Z\gg\tfrac5{16}\), but still \(Z\alpha\ll1\), this approaches twice the value \(Z\alpha^2/3\) of a one-electron ion. The repulsion spreads the cloud and reduces the shielding. For helium without repulsion, \(\int n/r\,d^3r\) would be 4 and \(\sigma\) would be 71.00 ppm.

## Part (g)

*In current density functional theory the exchange-correlation energy \(E_{xc}[n,\mathbf j_p]\) gives the Kohn–Sham electrons an extra vector potential \(\mathbf A_{xc}=\delta E_{xc}/\delta\mathbf j_p\). Does it alter the shielding of a closed-shell atom? Then use the following data for helium to compare methods.*

| Method | \(E\) (hartree) | \(\int n/r\,d^3r\) (1/bohr) |
|---|---|---|
| Hartree–Fock | −2.86168 | 3.3746 |
| Local density approximation | −2.83483 | 3.3128 |
| Hylleraas expansion | −2.90372 | 3.3766 |

*The first two were solved with 16 s-type Gaussians, the second with VWN5 correlation. The third is a linear variational calculation with 34 functions \(s^it^{2j}u^ke^{-1.9s}\), \(i+2j+k\le5\), where \(s=r_1+r_2\), \(t=r_1-r_2\), \(u=r_{12}\).*

**Answer.** Complex conjugation of a wavefunction keeps its density, kinetic energy and repulsion energy, but reverses \(\mathbf j_p\). This holds for the interacting electrons and for the Kohn–Sham electrons, so \(E_{xc}[n,\mathbf j_p]=E_{xc}[n,-\mathbf j_p]\). If \(E_{xc}\) is differentiable at \(\mathbf j_p=0\), its derivative \(\mathbf A_{xc}\) vanishes there.

Now suppose that \(\mathbf j_p\) stays zero when the weak field is applied. Then \(\mathbf A_{xc}=0\), and the only linear terms felt by the Kohn–Sham electrons are \(\tfrac12BL_z+BS_z\), as in part (a). Both annihilate a closed-shell determinant, so \(\mathbf j_p\) does stay zero, and the density has no first-order change. The assumption is self-consistent. For a stable ground state, whose linear response is unique, it is the solution. The shielding then follows from the density alone, and the exact functional would give the exact nonrelativistic \(\sigma\). An approximate functional errs through its density, not through a missing \(\mathbf A_{xc}\).

Multiplying the integrals, before they are rounded, by \(\alpha^2/3\) gives:

| Method | \(\sigma\) (ppm) | Difference from Hylleraas (ppm) |
|---|---|---|
| One exponent | 59.908 | −0.029 |
| Hartree–Fock | 59.900 | −0.036 |
| Local density approximation | 58.804 | −1.133 |
| Hylleraas expansion | 59.936 | 0 |

Reducing the Hylleraas basis to \(i+2j+k\le4\) changes the integral by about \(5\times10^{-5}\), or 0.001 ppm in \(\sigma\). This indicates the convergence but is not an error bound. Raising the polynomial degree to 12 adds a further 0.0004 ppm, which gives 59.937 ppm and makes the Hartree–Fock difference −0.037 ppm. With 30 Gaussians the local density values move to 58.803 ppm and −2.83484 hartree. The last digit of these entries is therefore uncertain by one unit. The value 59.94 ppm omits relativity, nuclear motion and quantum electrodynamics.

Correlation adds about 0.04 ppm to the Hartree–Fock value, or 0.06%. The local density approximation is 1.9% below the Hylleraas value because its density gives a smaller average of \(1/r\). The one-exponent model has a higher energy than Hartree–Fock, yet its shielding is slightly closer to the Hylleraas value. There is no contradiction: the variational principle orders the energies of these two wavefunctions, not their averages of \(1/r\).
